\section*{Ginstling–Brounshtein Law for a Spherical Product Shell of Unchanged Volume, part 1}

(Sections cited here and not found follow in the second part.)

\section{The law and the error of its steady-state approximation}

\subsection{Definitions and conventions}

A sphere of reactant, of outer radius $R$, is converted from the outside by a species that diffuses inward. A sharp front of radius $r(t)$ separates the unreacted core from the product shell. The symbols are as follows.
\begin{itemize}
\item $\rho$ is the distance from the centre, so the shell is $r<\rho<R$. The reduced front radius is $x=r/R$.
\item $a$ is the converted fraction of the reactant, with $a=0$ at $t=0$.
\item $c(\rho,t)$ is the concentration of the diffusing species, in mol/m$^3$. It equals $c_0$ at the outer surface.
\item $D$ is the diffusivity, in m$^2$/s, defined by the radial flux $j=-D\,\partial c/\partial\rho$ per unit total area. Outward flux is positive.
\item $N$ is the amount of diffusing species consumed per unit volume of reactant, in mol/m$^3$.
\item $\phi c$ is the amount of mobile species held per unit volume of shell. In a porous shell $c$ refers to the pore gas, $\phi$ is the open porosity and $D$ is the effective diffusivity. In a dense shell $c$ is the dissolved concentration and $\phi=1$.
\end{itemize}
For a porous body, volumes include the pores, and $N$ is counted per unit of that total volume.

The result to be derived is
\begin{equation}
G(a)\equiv 1-\frac{2a}{3}-(1-a)^{2/3}=kt,\qquad
k=\frac{2Dc_0}{NR^2},\qquad 0\le kt\le\frac13 .
\label{eq:law}
\end{equation}
Unchanged total volume is one of its conditions, but it is not sufficient. The derivation also assumes that
\begin{enumerate}
\item the reaction at the front is fast enough to hold $c(r)=0$;
\item the gas or liquid outside offers no resistance, so that $c(R)=c_0$ at all times;
\item $D$, $c_0$ and the temperature are constant;
\item the amount of mobile species in the shell is small compared with the amount consumed.
\end{enumerate}
The fourth condition allows the concentration profile to be treated as steady for each position of the front. Its error is bounded at the end of this half.

\subsection{Geometry}

The reactant consumed so far occupied the volume $4\pi(R^3-r^3)/3$. The product occupies the same volume, so the outer radius remains $R$. The converted fraction is the consumed volume divided by the initial volume:
\begin{equation}
a=\frac{R^3-r^3}{R^3}=1-x^3,\qquad x=(1-a)^{1/3}.
\label{eq:geometry}
\end{equation}

\subsection{Flow through the shell}

For a steady profile the same amount crosses every spherical surface in the shell per unit time. Hence $\rho^2\,dc/d\rho=A$, with $A$ independent of $\rho$. Integration gives $c=B-A/\rho$. The condition $c(r)=0$ gives $B=A/r$, and $c(R)=c_0$ then gives
\begin{equation}
A\left(\frac1r-\frac1R\right)=c_0
\quad\Longrightarrow\quad
A=c_0\,\frac{rR}{R-r}.
\end{equation}
The flux $j=-DA/\rho^2$ is negative, which means inward. The inward flow $Q$, in mol/s, is therefore
\begin{equation}
Q=4\pi\rho^2|j|=4\pi Dc_0\,\frac{rR}{R-r}.
\label{eq:flow}
\end{equation}
For a thin shell this reduces to $4\pi R^2Dc_0/(R-r)$, the flow through a flat layer. For a small core it approaches $4\pi Dc_0r$, because most of the resistance then lies close to the core, where little area is available.

\subsection{Motion of the front}

In a time $dt$ the front radius changes by $dr<0$, and a reactant volume $-4\pi r^2dr$ is consumed. This requires $-4\pi Nr^2dr$ moles, which the flow supplies:
\begin{equation}
-4\pi Nr^2\frac{dr}{dt}=4\pi Dc_0\frac{rR}{R-r}.
\label{eq:balance}
\end{equation}
Dividing by $4\pi r$ and inserting $r=xR$ gives
\begin{equation}
-NR^2x\,\frac{dx}{dt}=\frac{Dc_0}{1-x}.
\end{equation}
With the reduced time
\begin{equation}
\tau=\frac{Dc_0t}{NR^2}=\frac{kt}{2},
\label{eq:tau}
\end{equation}
this becomes $-x(1-x)\,dx/d\tau=1$. The front starts at $x=1$ when $\tau=0$, so
\begin{equation}
\tau=\int_x^1y(1-y)\,dy
=\frac{1-x^2}{2}-\frac{1-x^3}{3}\equiv F(x).
\label{eq:F}
\end{equation}
Multiplication by two, followed by $x^2=(1-a)^{2/3}$ and $1-x^3=a$, gives
\begin{equation}
kt=2F=1-x^2-\frac23(1-x^3)
=1-(1-a)^{2/3}-\frac{2a}{3},
\end{equation}
which is Eq.~(\ref{eq:law}). The factor two in $k$ comes from this multiplication. At $a=1$ one has $G=1/3$, so conversion is complete at
\begin{equation}
t_{\rm f}=\frac1{3k}=\frac{NR^2}{6Dc_0}.
\label{eq:tf}
\end{equation}
For later times the converted fraction is one, and Eq.~(\ref{eq:law}) no longer applies.

\subsection{Forms suited to computation}

The polynomial in $x$ factorizes:
\begin{equation}
2F=\frac{1-3x^2+2x^3}{3}=\frac{(1-x)^2(1+2x)}{3}.
\label{eq:factor}
\end{equation}
Expanding $(1-2x+x^2)(1+2x)$ confirms this. Since $a=(1-x)(1+x+x^2)$, the law can also be written
\begin{equation}
G(a)=\frac{a^2(1+2x)}{3(1+x+x^2)^2},\qquad x=(1-a)^{1/3}.
\label{eq:stable}
\end{equation}
This form avoids the subtraction of nearly equal numbers that occurs in Eq.~(\ref{eq:law}) at small $a$.

The front radius follows explicitly from the time. Equation~(\ref{eq:factor}) gives $3x^2-2x^3=1-3kt$. Put $x=\frac12-s$. Then
\begin{align}
3x^2&=\frac34-3s+3s^2,\\
-2x^3&=-\frac14+\frac{3s}{2}-3s^2+2s^3 .
\end{align}
Their sum is $\frac12-\frac{3s}{2}+2s^3$. Equating it to $1-3kt$ and multiplying by $-2$ gives
\begin{equation}
3s-4s^3=6kt-1 .
\end{equation}
The identity $\sin3\theta=3\sin\theta-4\sin^3\theta$ shows that $s=\sin\theta$ with $\sin3\theta=6kt-1$. The branch that starts at $x=1$ and ends at $x=0$ is
\begin{equation}
x=\frac12-\sin\left[\frac{\arcsin(6kt-1)}3\right].
\label{eq:inverse}
\end{equation}
At $kt=0$ the angle in brackets is $-\pi/6$ and $x=1$; at $kt=1/3$ it is $\pi/6$ and $x=0$. The root in this interval is unique, because $3x^2-2x^3$ has the positive derivative $6x(1-x)$ for $0<x<1$.

At short times $1-x$ is small, and its direct evaluation from Eq.~(\ref{eq:inverse}) loses digits. Let $\beta=\arcsin\sqrt{3kt}$. Then $6kt-1=2\sin^2\beta-1=-\cos2\beta=\sin(2\beta-\pi/2)$, so $\theta=2\beta/3-\pi/6$. Writing $1-x=\sin\theta+\sin(\pi/6)$ and applying the sum formula for sines gives
\begin{equation}
1-x=2\sin\frac{\beta}{3}\cos\left(\frac{\beta}{3}-\frac{\pi}{6}\right).
\label{eq:stableinverse}
\end{equation}
With $q=1-x$, the conversion is then $a=q(3-3q+q^2)$, again without cancellation at small $q$.

\subsection{Early stage, late stage and the planar law}

The binomial series
\begin{equation}
(1-a)^{2/3}=1-\frac{2a}{3}-\frac{a^2}{9}-\frac{4a^3}{81}-\cdots
\end{equation}
gives
\begin{equation}
kt=\frac{a^2}{9}+\frac{4a^3}{81}+\cdots .
\label{eq:series}
\end{equation}
To leading order $a=3\sqrt{kt}$. Since $a\simeq3(1-x)$ for a thin shell, its thickness obeys $(R-r)^2\simeq kR^2t=2Dc_0t/N$. The radius has dropped out, and this is the parabolic law of a flat layer.

The conversion rate follows from $da/dt=-3x^2dx/dt$ and $dx/dt=-k/[2x(1-x)]$:
\begin{equation}
\frac{da}{dt}=\frac{3k}{2}\,\frac{x}{1-x}.
\label{eq:rate}
\end{equation}
It diverges at the start, because the model assigns no resistance to a shell of zero thickness. A finite surface or front resistance removes this divergence. Near completion the conversion rate tends to zero while the front speed diverges, since the remaining core has little volume. By Eq.~(\ref{eq:factor}) the remaining time is given by $k(t_{\rm f}-t)=x^2-2x^3/3$.

If the growth of a flat layer is applied to the whole sphere, the front obeys $-N\,dr/dt=Dc_0/(R-r)$. Integration gives $(R-r)^2=2Dc_0t/N$, or
\begin{equation}
(1-x)^2=\left[1-(1-a)^{1/3}\right]^2=kt ,
\label{eq:jander}
\end{equation}
the Jander law. At equal $k$ and equal $x$, division by Eq.~(\ref{eq:factor}) gives a time ratio
\begin{equation}
\frac{t_{\rm planar}}{t_{\rm sphere}}=\frac3{1+2x}.
\end{equation}
The ratio is one for a thin shell and three at completion. Equation~(\ref{eq:balance}) explains the difference: the spherical shell supplies each unit area of the front with $1/x$ times the flux of a flat layer of equal thickness, because the flow converges.

\subsection{A bound on the steady-state error}

The steady profile neglects the change of the mobile content of the shell. The full equation is $\phi\,\partial c/\partial t=D\nabla^2c$. Let $y=\rho/R$, $u=c/c_0$ and
\begin{equation}
\epsilon=\frac{\phi c_0}{N}.
\end{equation}
With $\tau$ from Eq.~(\ref{eq:tau}), the problem for $x<y<1$ becomes
\begin{equation}
\epsilon\frac{\partial u}{\partial\tau}
=\frac1{y^2}\frac{\partial}{\partial y}
\left(y^2\frac{\partial u}{\partial y}\right),\quad
u(1)=1,\quad u(x)=0,\quad
\frac{dx}{d\tau}=-\left.\frac{\partial u}{\partial y}\right|_{x}.
\label{eq:full}
\end{equation}
The last condition is the balance at the front. The core is taken to contain no mobile species.

Multiply the diffusion equation by $y^2w$, where $w=1/y-1$, and integrate over the shell. This weight vanishes at $y=1$ and satisfies $y^2w'=-1$. Integration by parts gives
\begin{align}
\epsilon\int_x^1\frac{\partial u}{\partial\tau}\,y(1-y)\,dy
&=\left[y^2w\frac{\partial u}{\partial y}\right]_x^1
+\int_x^1\frac{\partial u}{\partial y}\,dy\\
&=x(1-x)\frac{dx}{d\tau}+1 .
\end{align}
The first term uses the front condition, and the second uses $u(1)-u(x)=1$. The time derivative may be taken outside the integral on the left, because the contribution of the moving limit is proportional to $u(x)=0$. Integration over time from the initial state $x=1$ then yields
\begin{equation}
\tau=F(x)+\epsilon\int_x^1u\,y(1-y)\,dy .
\label{eq:identity}
\end{equation}
Diffusion without sources creates no interior maximum above, or minimum below, the boundary values, so $0\le u\le1$. Since $\int_x^1y(1-y)\,dy=F(x)$,
\begin{equation}
F(x)\le\tau\le(1+\epsilon)F(x).
\label{eq:bound}
\end{equation}
The steady law therefore underestimates the time to a given conversion, by at most the fraction $\epsilon$ of the time it predicts.

To leading order in $\epsilon$, at fixed $x>0$, the steady profile $u=(1-x/y)/(1-x)$ may be used in Eq.~(\ref{eq:identity}). The integral becomes
\begin{equation}
\frac1{1-x}\int_x^1(y-x)(1-y)\,dy=\frac{(1-x)^2}{6}.
\end{equation}
Dividing by $F=(1-x)^2(1+2x)/6$ gives the relative time excess $\epsilon/(1+2x)$.

Equation~(\ref{eq:full}) was also solved numerically. For $\epsilon=0.01$ the excess was $0.499\%$ at $x=0.5$ and $0.710\%$ at $x=0.2$; the leading-order values are $0.500\%$ and $0.714\%$. For $\epsilon=0.10$ the computed excesses were $4.9\%$ and $6.8\%$, against $5.0\%$ and $7.1\%$. All four lie within the bound.

\section{Linear-parabolic extension and use for an oxidizing pellet}

\subsection{Symbols and results carried over}

The sphere has outer radius $R$, front radius $r=xR$ and converted fraction $a=1-x^3$. The shell has diffusivity $D$, and unit volume of reactant consumes $N$ moles. For surface concentration $c_0$ and zero concentration at the front, the inward flow is $Q=4\pi Dc_0rR/(R-r)$, and the front obeys $-4\pi Nr^2dr/dt=Q$. The result is
\begin{equation}
G(a)=1-\frac{2a}{3}-(1-a)^{2/3}=kt,\qquad
k=\frac{2Dc_0}{NR^2},
\label{eq:lawtwo}
\end{equation}
with completion at $t_{\rm f}=1/(3k)$. Storage of mobile species lengthens the time by at most the fraction $\epsilon=\phi c_0/N$, where $\phi$ is the open porosity.

\subsection{Resistance at the surface and at the front}

Let $c_0$ now denote the concentration in the bulk gas, $c_s$ that at the outer surface of the shell and $c_i$ that at the front. Let $k_g$ be the mass-transfer coefficient of the gas film and $k_s$ the rate constant of an irreversible first-order front reaction, both in m/s. In the steady state the same flow passes through all three stages:
\begin{align}
Q&=4\pi R^2k_g(c_0-c_s),\\
Q&=4\pi D\,\frac{rR}{R-r}\,(c_s-c_i),\\
Q&=4\pi r^2k_sc_i .
\end{align}
Solving each line for its concentration difference and adding the three eliminates $c_s$ and $c_i$:
\begin{equation}
c_0=\frac{Q}{4\pi}\left[\frac1{k_gR^2}+\frac{R-r}{DrR}
+\frac1{k_sr^2}\right].
\end{equation}
Substitution of $Q=-4\pi Nr^2dr/dt$ gives
\begin{equation}
-\left[\frac{r^2}{k_gR^2}+\frac1D\left(r-\frac{r^2}{R}\right)
+\frac1{k_s}\right]dr=\frac{c_0}{N}\,dt .
\end{equation}
Integrated from the front radius $r$ to $R$, the three terms are
\begin{align}
\frac{R^3-r^3}{3k_gR^2}&=\frac{Ra}{3k_g},\\
\frac1D\left[\frac{R^2-r^2}{2}-\frac{R^3-r^3}{3R}\right]
&=\frac{R^2G(a)}{2D},\\
\frac{R-r}{k_s}&=\frac{R}{k_s}\left[1-(1-a)^{1/3}\right].
\end{align}
Hence
\begin{equation}
t=\frac N{c_0}\left\{\frac{R^2G(a)}{2D}+\frac{Ra}{3k_g}
+\frac R{k_s}\left[1-(1-a)^{1/3}\right]\right\}.
\label{eq:linpar}
\end{equation}
The times add because each resistance multiplies the same flow.

For a thin shell of thickness $\delta=R-r$ one has $a\simeq3\delta/R$ and $G\simeq a^2/9\simeq\delta^2/R^2$. Equation~(\ref{eq:linpar}) then becomes
\begin{equation}
t\simeq\frac N{c_0}\left[\frac{\delta^2}{2D}
+\delta\left(\frac1{k_g}+\frac1{k_s}\right)\right],
\end{equation}
the linear-parabolic law of a flat layer. The linear term is the larger one while $\delta<2D(1/k_g+1/k_s)$. At completion the three contributions in braces are $R^2/(6D)$, $R/(3k_g)$ and $R/k_s$. Relative to the diffusion time, the film adds $2D/(k_gR)$ and the front reaction adds $6D/(k_sR)$. At fixed $k_s$ the front-reaction fraction falls as $1/R$, so this resistance matters less in large spheres. The film fraction falls in the same way only if $k_g$ does not depend on $R$. In still gas $k_g$ is proportional to $1/R$, and the film fraction is then independent of the size of the sphere.

This part has derived the conversion law for a sphere of unchanged volume, bounded the error of its steady-state approximation, and added the resistances of the gas film and the front reaction. What remains is a product of different volume, a worked example for a magnetite pellet with estimates of the neglected effects, and the practical use of the formulas.
